# Why an Oxide Support Lowers Heat Conduction along Graphene

**Question.** Graphene resting on silicon dioxide conducts heat along its plane less well than suspended graphene. The contact is weak, and it pushes mainly along the normal, whereas the heat flows in the plane. Why does it matter, and how large is the loss?

**Answer.** Much of the heat in the suspended sheet can be carried by flexural waves, in which the atoms move along the normal. The oxide absorbs these waves and gives the energy back without their direction. The size of the loss depends on how long flexural waves live before contact, so the explanation is conditional.

## Why flexural waves carry heat

Let $u$ be the normal displacement, $\rho$ the sheet's mass per area and $B$ its bending stiffness. The bending energy per area is $B(\nabla^2u)^2/2$, so a wave of wave number $q$ obeys $\rho\omega^2=Bq^4$, or

$$\omega=\alpha q^2,\qquad \alpha=\sqrt{B/\rho},\qquad v=\frac{d\omega}{dq}=2\alpha q .$$

In-plane waves have $\omega=cq$ instead. At low frequency they are faster, but the flexural (ZA) branch offers more paths there. In a strip of width $W$, the transverse wave number runs from $-q$ to $q$ in steps of $2\pi/W$, which gives $qW/\pi$ channels at each frequency. Each channel contributes $C\,d\omega/2\pi$ to the ballistic conductance, where $C(\omega)=\partial(\hbar\omega n)/\partial T$ is the heat capacity of a mode and $n$ its Bose occupation. Per width,

$$G=\frac{1}{2\pi^2}\int C(\omega)\,q(\omega)\,d\omega .$$

With $x=\hbar\omega/kT$, $C=kx^2e^x/(e^x-1)^2$. Inserting $q=\sqrt{\omega/\alpha}$ gives $G\propto T^{3/2}$ for ZA waves at low temperature; $q=\omega/c$ gives $G\propto T^2$ for in-plane waves. Without tension, the flexural branch therefore wins on cooling. A stretched sheet has $\omega\propto q$ at the smallest $q$, which brings back $T^2$ at the lowest temperatures. With the parameters below and no tension, the flexural branch conducts 6.9 times as much as the transverse in-plane branch (TA) at 20 K. At 300 K the ballistic conductances, divided by the sheet thickness, are 2.02, 1.40 and 1.07 GW/(m² K) for ZA, TA and the longitudinal in-plane branch (LA). Among these three branches the flexural share is then $2.02/4.49=45\,\%$, before any lifetime has been assumed. This figure uses $\omega=\alpha q^2$ and $\omega=cq$ for all wave numbers; real branches flatten near the zone edge, which lowers it. A fourth-neighbour force-constant model of graphene gives about 36 %, with ZA and TA nearly equal.

In a long sheet, lifetimes matter too. Reflection in the plane of a flat suspended sheet changes $u$ to $-u$ and leaves the energy unchanged. A cubic energy term with an odd number of normal displacements would change sign, so its coefficient must vanish. Three-phonon collisions may involve two flexural waves and one in-plane wave, but not three flexural waves. This removes collision paths and favours a long flexural lifetime, though it does not fix its value.

The rule needs the mirror. In a small honeycomb patch joined by springs, I reversed the normal part of a random displacement and divided the change in energy by the sum of the two energies. The result was zero for the flat patch, 0.006 for a buckled one and 0.009 for a flat patch on a one-sided attractive wall. The last two values belong to that spring model and to one random displacement (for the buckled patch a typical draw gives about 0.02); they show that the symmetry is lost, not how fast real phonons collide. In the buckled patch most of the change comes from quadratic terms that mix normal and in-plane motion, not from cubic ones.

## How the oxide takes the direction away

Represent the contact by a normal spring $K$ per area. Let the oxide surface move by $s$, and let each patch send a sound wave straight down at speed $c_{\rm ox}$. Below the surface the motion is $s(t-z/c_{\rm ox})$, with $z$ measured downward. The elastic modulus is $\rho_{\rm ox}c_{\rm ox}^2$ and the strain at the surface is $-\dot s/c_{\rm ox}$, so the pressure needed to drive the wave is $Z\dot s$, with $Z=\rho_{\rm ox}c_{\rm ox}$. The coupled equations are

$$\rho\ddot u=-Bq^4u-K(u-s),\qquad Z\dot s=K(u-s).$$

Letting each patch react on its own is an assumption. It stands for an oxide whose disorder prevents the in-plane wave number from restricting absorption. At low frequency, where sound waves in the oxide are much longer than a patch, neighbouring patches move together and the assumption fails; those waves carry little of the heat at 300 K.

For motion as $e^{-i\omega t}$, the second equation gives $s=Ku/(K-i\omega Z)$. Hence

$$u-s=\frac{-i\omega Z}{K-i\omega Z}\,u
=\frac{\omega^2Z^2-i\omega ZK}{K^2+\omega^2Z^2}\,u,$$

where the last step multiplies above and below by $K+i\omega Z$. Inserting this in the first equation,

$$\rho\omega^2=Bq^4+K\,\frac{\omega^2Z^2-i\omega ZK}{K^2+\omega^2Z^2}.$$

The real part of the contact term raises the frequency and the imaginary part damps the wave. Write $\omega=\omega_r-i\Gamma/2$, so that the energy decays as $e^{-\Gamma t}$. For $\Gamma\ll\omega_r$, the imaginary part of the left side is $-\rho\omega_r\Gamma$. On the right I evaluate the contact term at $\omega_r$, neglecting its small change with the imaginary part of $\omega$. Equating imaginary parts and dropping the subscript gives

$$\boxed{\Gamma(\omega)=\frac{K^2Z/\rho}{K^2+\omega^2Z^2}
=\frac{Z/\rho}{1+(\omega Z/K)^2}}$$

When $\omega Z\gg K$ the oxide surface hardly moves. A wave of amplitude $u$ then presses on it with force $Ku$ per area and radiates the mean power $K^2u^2/2Z$. The wave's energy is $\rho\omega^2u^2/2$, and the ratio is $\Gamma=K^2/(\rho Z\omega^2)$, the same limit as in the boxed formula. Within this model, slower waves leak faster.

Without the weak-damping step, put $u,s\propto e^{pt}$. The two equations give $(\rho p^2+Bq^4+K)(Zp+K)=K^2$, or

$$\rho Zp^3+\rho Kp^2+(Bq^4+K)Zp+Bq^4K=0 .$$

The oscillating pair of roots has $\Gamma=-2\,{\rm Re}\,p$ and frequency $|{\rm Im}\,p|$. I use these roots for the supported sheet. The remaining root is real and negative. It describes a relaxation without oscillation and is not counted as a travelling sheet wave.

The leak was tested by diagonalizing one sheet mode attached to a long elastic column. For modes near 20 and 40 rad/ps its energy decayed at 1.804 and 0.480 ps⁻¹; the boxed formula, evaluated at the exact frequency of each damped mode, gives 1.757 and 0.478 ps⁻¹.

A leak need not cool the sheet. At equal temperature the oxide returns as much energy as it takes. When the 20 rad/ps mode started cold on a thermally moving column, its mean kinetic energy after 3 ps was 0.996 of the classical value $kT/2$. The returned motion feeds $q$ and $-q$ equally, whereas a heat current is an excess of one over the other. The excess decays although the thermal energy remains.

## From lifetime to conductivity

Let $1/\tau_0$ be the intrinsic relaxation rate. If the oxide has the local temperature of the sheet and the two processes act independently, the rates add:

$$\frac1\tau=\frac1{\tau_0}+\Gamma .$$

In a temperature gradient along $x$, each mode contributes $Cv_x^2\tau$ to the conductivity. Averaging over direction gives $v_x^2\to v^2/2$, and the modes have density $q\,dq/2\pi$ per area. For sheet thickness $d$,

$$\kappa=\frac{1}{4\pi d}\int_0^{q_D}q\,C\,v^2\tau\,dq .$$

I replace the Brillouin zone by a circle of equal area, with radius $q_D$. For the suspended ZA branch in the classical limit, $C=k$ and $v=2\alpha q$. With constant $\tau_0$, the integral of $4\alpha^2q^3$ is $\alpha^2q_D^4$, so

$$\kappa_{\rm cl}=\frac{k\alpha^2\tau_0q_D^4}{4\pi d}.$$

Suppose first that the in-plane waves are untouched, and let $f$ be the flexural share of the suspended conductivity. If the ZA part falls by a fraction $r$, the total falls by $fr$. Since $r\le1$, the total then cannot fall by more than $f$. This bound needs branches that conduct independently, as they do in this model. Where momentum-conserving collisions make the branches drift together, damping the flexural waves also slows the drift of the in-plane ones, and the bound need not hold.

There are two limits in $\tau_0$. If it is very short, intrinsic collisions dominate and contact changes little. If it is very long, the suspended ZA conductivity grows in proportion to $\tau_0$, while the supported one saturates at a value set by the leak. Long-lived waves have the most to lose.

## The contact spring

The spring follows from adhesion. Summing a pair attraction $-r^{-6}$ and repulsion $r^{-12}$ over a half-space uses shells of radius $R$ and area $2\pi R(R-h)$ inside the solid, where $h$ is the sheet's height:

$$\int_h^\infty 2\pi R(R-h)R^{-m}dR=\frac{2\pi h^{3-m}}{(m-2)(m-3)} .$$

The wall energy per area is thus $V=ah^{-9}-bh^{-3}$. At the equilibrium height $h_0$, $V'=0$ gives $bh_0^{-3}=3ah_0^{-9}$. If $E$ is the adhesion energy, $V(h_0)=-E$ gives $ah_0^{-9}=E/2$ and $bh_0^{-3}=3E/2$. Therefore

$$K=V''(h_0)=\frac{90(E/2)-12(3E/2)}{h_0^2}=\frac{27E}{h_0^2}.$$

For $E=0.40$ J/m² and $h_0=0.35$ nm,

$$K=\frac{27(0.40)}{(0.35\times10^{-9})^2}=8.8\times10^{19}\ {\rm N/m^3}.$$

## The number at 300 K

The inputs are rough values in the regime of graphene on silica: $B=1.5$ eV, $\rho=7.60\times10^{-7}$ kg/m², $d=0.335$ nm, and in-plane speeds of 21 000 m/s (LA) and 13 600 m/s (TA). They give $\alpha=5.62\times10^{-7}$ m²/s and $q_D=15.5$ nm⁻¹. The oxide has density 2200 kg/m³ and longitudinal speed 5900 m/s, so $Z/\rho=17.07$ ps⁻¹ and $K/Z=6.79$ ps⁻¹. The intrinsic lifetimes, 40 ps for ZA and 10 ps for in-plane waves, are assumed and independent of frequency.

At 40 rad/ps,

$$\Gamma=\frac{17.07}{1+(40/6.79)^2}=0.478\ {\rm ps^{-1}}.$$

The leak time is 2.1 ps. With the intrinsic rate of 0.025 ps⁻¹ added, the mean free path falls from 379 to 19 nm. At 100 rad/ps it falls from 600 to 145 nm. Even at the top of the branch, 134.8 rad/ps, the formula gives 0.043 ps⁻¹, still above the intrinsic rate.

For the suspended sheet, the classical ZA formula gives 2384 W/(m K). Bose statistics reduce this to 1552 W/(m K), because the upper modes are not fully excited. A direct sum over a two-dimensional grid of wave vectors gives the same rounded value. The branches compare as follows, with in-plane leakage still omitted.

| Conductivity, W/(m K) | Suspended | On oxide |
|---|---:|---:|
| ZA | 1552 | 284 |
| TA + LA | 653 | 653 |
| Total | 2205 | 937 |

The flexural share is 70 % and that branch loses 82 %, so the total falls by $0.704\times0.817=57.5\,\%$.

Damping is the cause within this model. With damping but no frequency shift, the ZA value is 286 W/(m K); with the shift but no damping, it is 1483 W/(m K). The shift hardly changes the damped result, for two reasons. At high frequency $\omega^2\simeq\omega_0^2+K/\rho$, where $\omega_0=\alpha q^2$, so the shift is small: at $\omega_0=100$ rad/ps it raises $\omega^2$ by 1.2 %. Its effects also partly cancel. Differentiation lowers the velocity by $\omega_0/\omega$, and so $v^2$ by $(\omega_0/\omega)^2$. Since $\Gamma\propto1/\omega^2$ falls by the same factor, $v^2/\Gamma$ is unchanged, which is what counts where the leak dominates the intrinsic rate.

## When the explanation weakens

The assumed flexural lifetime controls the answer. With the contact and the in-plane lifetimes held fixed, a ZA lifetime of 10 ps gives a flexural share of 37 % and a total drop of 21 %. At 80 ps the share is 83 % and the drop 74 %. Four-phonon collisions and collective drift are not calculated here, and either could change the share.

In-plane waves also leak, through a tangential spring and transverse waves in the oxide. If that spring is $K/5$, their conductivity falls from 653 to 600 W/(m K), and the total on oxide becomes 884 W/(m K). If it equals $K$, they fall to 324 W/(m K). The greater vulnerability of flexural waves thus rests partly on a softer tangential contact, and partly on the longer lifetime assumed for them.

The oxide must also be able to accept the waves. On a perfectly smooth contact, in-plane wave number is conserved, and a flexural wave radiates sound of speed $c$ only if $\omega>cq$. For the unshifted branch, $q=\sqrt{\omega/\alpha}$, this means $\omega>c^2/\alpha$: 62 rad/ps for longitudinal sound and 24 rad/ps for transverse sound at 3700 m/s. If the contact raises the frequency to $\omega^2\simeq\omega_0^2+K/\rho$, the condition becomes $\omega_0^2-(c^2/\alpha)\omega_0+K/\rho>0$, which lowers these thresholds and also lets the longest waves radiate. Allowing longitudinal waves alone, and omitting the frequency shift, leaves a ZA conductivity of 847 W/(m K). A real solid also takes up transverse waves, so this trial understates the leak. An elastic half-space carrying both kinds of wave leaves about 350 W/(m K), a total drop of about 54 %, not far from the local model. If instead the disordered oxide accepted nothing above its estimated Debye frequency of 64 rad/ps, 1086 W/(m K) would remain. Adding the untouched in-plane part, the total drops are 32 % for the longitudinal-only trial and 21 % for the cutoff. Silica does have vibrations above that frequency, so the sharp cutoff is a severe trial of the model.

Three approximations concern the sheet wave itself. The law $\omega=\alpha q^2$ is used out to $q_D$, although a real flexural branch flattens near the zone edge. In the classical limit, waves with $q>0.7q_D$ supply $1-0.7^4=76\,\%$ of the suspended ZA conductivity, so for the assumed lifetimes both ZA values, suspended and supported, are too high. The in-plane branches flatten too, which offsets part of the error in the flexural share. The error remains large. With the dispersion of a fourth-neighbour force-constant model and the same lifetimes and leak, ZA falls from about 630 to 60 W/(m K) and the in-plane part is about 540 W/(m K). The flexural share is then 54 % instead of 70 %, and the total drop 49 % instead of 57.5 %. Modes with $\Gamma/\omega>0.2$ are poorly described as phonons, but they carried only 1.1 % of the suspended ZA heat. The harmonic spring is a cruder approximation. The wall's third derivative is $[-990(E/2)+60(3E/2)]/h_0^3=-405E/h_0^3$, so a height change $w$ alters the spring by the fraction $15w/h_0$ to first order. With the oxide surface held still, the classical thermal rms height is 0.0103 nm, which makes this 0.44. In the model, however, the oxide patches move freely, so the mean square change of the gap is $kTq_D^2/(4\pi K)$, or $(0.030\ {\rm nm})^2$. The fraction then exceeds 1 and the first-order estimate fails: at 300 K the harmonic spring is not a controlled approximation. The resulting extra collisions and the change in mean stiffness are not included.

## Beside real graphene on silica

Measured room-temperature conductivities are roughly 600 W/(m K) for graphene on silica and a few thousand for suspended sheets, with a wide spread. The model's totals have the right size, but its lifetimes were assumed and its flexural waves are too fast near the zone edge, so this does not establish the flexural share. The adhesion energy chosen is towards the high end of reported values. If every flexural mode were held at the sheet's temperature, the same leak would give a conductance across the contact of 198 MW/(m² K), against a rough measured scale of 100 MW/(m² K). More than half of the model's value comes from modes with $\Gamma/\omega>0.2$, which are poorly described as phonons. Collisions in the sheet must also refill the modes, and this can limit the flow, so the comparison does not test the strength of the coupling. The contact stiffness matters as well. Halving $K$ everywhere raises the supported ZA part to 671 W/(m K) and makes the total drop 40 %; doubling $K$ lowers the ZA part to 88 W/(m K). Real sheets also touch a rough oxide incompletely, which is a different change. Where $\omega Z\gg K$, halving $K$ cuts the leak to a quarter, whereas full contact over half the area, in small scattered patches, only about halves it. The drop then lies between 40 % and the value for complete contact.

For a device, the oxide is a parallel path. The silicon that usually lies below it is left out here, so the sum below describes a sheet on oxide alone. On a chip, heat in the sheet leaks down to the silicon over a length of about $\sqrt{\kappa d\,t_{\rm ox}/k_{\rm ox}}\approx0.3$ µm, where $t_{\rm ox}$ and $k_{\rm ox}$ are the thickness and conductivity of the oxide. In longer devices the in-plane sum does not decide the cooling. Conductivity times thickness falls from 0.739 to 0.314 µW/K for the graphene, while 300 nm of oxide at 1.4 W/(m K) supplies 0.420 µW/K. Their sum, 0.734 µW/K, is close to the suspended value only because of the oxide thickness chosen; a thinner oxide would add less and a thicker one more. What falls is the heat conduction of the graphene itself; the stack as a whole need not conduct less. The remaining values are in the numerical output.

## Computed results

```
temperature 300 K; lattice constant 0.246 nm; thickness 0.335 nm
bending stiffness 1.50 eV; sheet mass 7.604e-07 kg/m2
alpha 5.622e-07 m2/s; cutoff q 15.48 1/nm
top ZA frequency 134.8 rad/ps; kT/hbar 39.3 rad/ps
in-plane speeds LA 21000, TA 13600 m/s
intrinsic lifetimes ZA 40, in-plane 10 ps
adhesion 0.40 J/m2; gap 0.35 nm; K 8.816e+19 N/m3
oxide density 2200 kg/m3; speeds 5900, 3700 m/s
impedance Z 1.298e+07 kg/(m2 s); K/Z 6.79 1/ps; Z/rho 17.07 1/ps
contact frequency sqrt(K/rho) 10.77 rad/ps
wall derivatives, scaled: second 27.01, third -405.5
odd energy fraction: flat 0.0e+00, buckled 0.006, on wall 0.009
decay at 20 rad/ps: column 1.804, cubic 1.802, formula 1.757 1/ps
decay at 40 rad/ps: column 0.480, cubic 0.479, formula 0.478 1/ps
cold 20 rad/ps mode after 3 ps: kinetic energy/(kT/2) 0.996
ballistic ZA/TA ratio at 20 K: 6.93
ballistic conductance/thickness at 300 K, ZA TA LA: 2.02 1.40 1.07 GW/(m2 K)
20 rad/ps: leak time 0.57 ps; speed 6706 m/s; path 268 -> 3.7 nm
40 rad/ps: leak time 2.09 ps; speed 9484 m/s; path 379 -> 18.8 nm
60 rad/ps: leak time 4.63 ps; speed 11616 m/s; path 465 -> 48.2 nm
100 rad/ps: leak time 12.76 ps; speed 14996 m/s; path 600 -> 145.0 nm
classical ZA conductivity 2384 W/(m K)
ZA from quadrature 1552.3, from 2D sum 1552.4 W/(m K)
suspended: ZA 1552, TA 299, LA 354, total 2205 W/(m K)
suspended ZA share 70.4 %
supported: ZA 284, total 937 W/(m K)
drop: ZA 81.7 %, total 57.5 %
ZA with damping only 286, shift only 1483 W/(m K)
ZA lifetime 10 ps: share 37.3 %, total kept 78.8 %
ZA lifetime 20 ps: share 54.3 %, total kept 61.7 %
ZA lifetime 40 ps: share 70.4 %, total kept 42.5 %
ZA lifetime 80 ps: share 82.6 %, total kept 26.0 %
contact stiffness 0.5 K: supported ZA 671 W/(m K)
contact stiffness 2.0 K: supported ZA 88 W/(m K)
in-plane sum: no leak 653, spring K/5 600, spring K 324 W/(m K)
total with in-plane leak at K/5: 884 W/(m K)
suspended ZA heat in modes with Gamma/w > 0.2 on oxide: 1.09 %
thermal rms height on oxide 0.0103 nm; relative spring change 0.44
oxide Debye frequency 64.2 rad/ps; ZA if leak stops there 1086 W/(m K)
smooth-contact thresholds: long. 61.9, trans. 24.4 rad/ps
ZA on smooth contact, longitudinal waves only: 847 W/(m K)
cross-plane conductance from the leak 198 MW/(m2 K)
oxide: conductivity 1.4 W/(m K), thickness 300 nm
sheet conductance: suspended 0.739, supported 0.314, oxide 0.420 uW/K
```
